**Hollow-site s to dxz coupling on a square lattice**

The program tests T(k) = 2√3 i V (a h/R²) sin(kx a/2) cos(ky a/2), the coupling between an s orbital and the dxz Bloch state of a square layer. Here a is the lattice constant, h the height of the d layer above the s orbital, R the bond length and V the s–d σ integral at distance R. It asserts that Bloch sums of two-centre integrals, computed by three-dimensional quadrature for model orbitals, agree with the formulas for dxz, s and dz² neighbours, and that the dxz coupling vanishes when s lies in the d plane. It also asserts that the singular values of a periodic real-space hopping matrix match |T| on the allowed wavevectors. Further assertions cover the zero at kx = 0 with more distant atoms included, the linear leak caused by a displaced s atom, and the spin-orbit matrix element. For rough chromium parameters and a 5 eV electron at 10° from the normal, the output shows a coupling of 0.452 eV, against zero at normal incidence. The next eight atoms in the same layer add 26% to that coupling, while thermal displacement and spin-orbit mixing open estimated leaks of 0.054 eV and 0.013 eV at normal incidence.

## Check in Python

```python
"""
Result under test: an s orbital at the origin, below the centre of a square of
d atoms at (+-a/2, +-a/2, h), couples to the d_xz Bloch state by
    T(k) = 2 sqrt(3) i V (a h / R^2) sin(kx a/2) cos(ky a/2),
with R^2 = a^2/2 + h^2 and V the sigma two-centre integral V_sd at distance R.
T vanishes at normal incidence (kx = ky = 0), and everywhere if h = 0.
Lengths are in nm and energies in eV in the Cr example; the quadrature tests
use dimensionless model orbitals.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad


def coupling_formula(kx, ky, a, h, v):
    r2 = a**2 / 2 + h**2
    return 2j * np.sqrt(3) * v * a * h / r2 * np.sin(kx*a/2) * np.cos(ky*a/2)


# ---- Two-centre integrals from their definition, on a 3D grid ----
axis = np.arange(-7, 7.001, 0.25)
X, Y, Z = np.meshgrid(axis, axis, axis, indexing="ij")
S_ORBITAL = np.exp(-0.5 * (X**2 + Y**2 + Z**2))


def two_centre(position, kind, well):
    """Integral of s(r) * exp(-well*q^2) * orbital(q), q = r - position.
    well = 0 gives the plain overlap integral."""
    x, y, z = X - position[0], Y - position[1], Z - position[2]
    q2 = x**2 + y**2 + z**2
    angular = {"s": 1.0, "xz": np.sqrt(3)*x*z, "z2": (3*z**2 - q2)/2}[kind]
    return np.sum(S_ORBITAL * angular * np.exp(-(0.7 + well)*q2)) * 0.25**3


def bloch_integral(kind, kx, ky, a, h, well):
    total = 0j
    for x in (-a/2, a/2):
        for y in (-a/2, a/2):
            phase = np.exp(1j * (kx*x + ky*y))
            total += phase * two_centre((x, y, h), kind, well)
    return total


a_test = 2.0
quadrature_error = 0.0
for h_test, well in ((0.7, 0.5), (0.7, 0.0), (1.0, 0.5)):
    r_test = np.sqrt(a_test**2/2 + h_test**2)
    v_sd = two_centre((0, 0, r_test), "z2", well)
    v_ss = two_centre((0, 0, r_test), "s", well)
    assert abs(v_sd) > 1e-2
    for kx, ky in ((0.0, 0.0), (0.6, 0.35), (1.3, -0.8)):
        even = 4 * np.cos(kx*a_test/2) * np.cos(ky*a_test/2)
        n2 = h_test**2 / r_test**2
        expected = {
            "xz": coupling_formula(kx, ky, a_test, h_test, v_sd),
            "s": v_ss * even,
            "z2": v_sd * (n2 - (1 - n2)/2) * even}
        for kind, value in expected.items():
            direct = bloch_integral(kind, kx, ky, a_test, h_test, well)
            quadrature_error = max(quadrature_error, abs(direct - value))
assert quadrature_error < 1e-8

# Coplanar orbitals: no coupling at any wavevector
coplanar = abs(bloch_integral("xz", 0.6, 0.35, a_test, 0.0, 0.5))
assert coplanar < 1e-10

# ---- Cr example: rough typical inputs ----
a = 0.29                 # lattice constant, nm
h = a / 2                # spacing of adjacent bcc (001) layers, nm
R = np.sqrt(a**2/2 + h**2)
V = -0.8                 # V_sd sigma at distance R, eV
energy = 5.0             # kinetic energy of the incoming electron, eV
theta, phi = np.radians(10.0), np.radians(30.0)
temperature = 300.0      # K
debye_temperature = 600.0  # K
mass_number = 52.0       # atomic mass units
spin_orbit = 0.03        # spin-orbit constant of the d shell, eV
level_gap = 1.0          # d_xz to d_z2 level separation, eV


def site_sum(sites, kx, ky):
    """Sum of s to d_xz hops, falling with distance as r^(-7/2)."""
    total = 0j
    for x, y, z in sites:
        r = np.sqrt(x*x + y*y + z*z)
        hop = np.sqrt(3) * x * z / r**2 * V * (R / r)**3.5
        total += np.exp(1j * (kx*x + ky*y)) * hop
    return total


# ---- Real-space periodic lattice: singular values against |T(k)| ----
N = 8
hopping = np.zeros((N*N, N*N))
for i in range(N):
    for j in range(N):
        for dx in (0, -1):
            for dy in (0, -1):
                cos_x, cos_z = (dx + 0.5)*a/R, h/R
                column = ((i + dx) % N)*N + (j + dy) % N
                hopping[i*N + j, column] += np.sqrt(3)*cos_x*cos_z*V
singular = np.sort(np.linalg.svd(hopping, compute_uv=False))
k_grid = 2*np.pi*np.arange(N)/(N*a)
KX, KY = np.meshgrid(k_grid, k_grid)
predicted = np.sort(np.abs(coupling_formula(KX, KY, a, h, V)).ravel())
lattice_error = np.max(np.abs(singular - predicted))
assert lattice_error < 1e-10

# ---- Coupling of the incoming electron ----
k_total = np.sqrt(2*const.m_e*energy*const.e)/const.hbar * 1e-9
kx = k_total*np.sin(theta)*np.cos(phi)
ky = k_total*np.sin(theta)*np.sin(phi)
T = coupling_formula(kx, ky, a, h, V)
T_max = abs(coupling_formula(np.pi/a, 0, a, h, V))
T_linear = 2*abs(V)*kx*a/np.sqrt(3)
assert abs(T_linear/abs(T) - 1) < 0.05
T_half = abs(coupling_formula(kx/2, ky/2, a, h, V))
assert abs((abs(T)/T_half)**2 - 4) < 0.2

# ---- Neglected farther atoms ----
half = (-1.5, -0.5, 0.5, 1.5)
near = [(x*a, y*a, h) for x in half for y in half if abs(x) + abs(y) < 1.1]
far = [(x*a, y*a, h) for x in half for y in half
       if 1.1 < abs(x) + abs(y) < 2.1]
second = [(x*a, y*a, 2*h) for x in (-1, 0, 1) for y in (-1, 0, 1)]
assert len(near) == 4 and len(far) == 8
assert abs(site_sum(near, kx, ky) - T) < 1e-12
T_far, T_second = site_sum(far, kx, ky), site_sum(second, kx, ky)
for group in (near, far, second):
    assert abs(site_sum(group, 0.0, ky)) < 1e-12
edge = np.pi/a
assert abs(site_sum(near, kx, edge)) < 1e-12
assert abs(site_sum(far, kx, edge)) < 1e-12
T_second_edge = abs(site_sum(second, kx, edge))
assert T_second_edge > 1e-3

# ---- Leak at normal incidence from thermal displacement of the s atom ----
ratio = debye_temperature/temperature
debye_integral = quad(lambda t: t/np.expm1(t) if t > 0 else 1.0, 0, ratio)[0]
mean_square = (3*const.hbar**2
               / (mass_number*const.atomic_mass*const.k*debye_temperature)
               * (0.25 + debye_integral/ratio**2))
shift = np.sqrt(mean_square)*1e9
leak_thermal = abs(site_sum([(x - shift, y, z) for x, y, z in near], 0, 0))
leak_thermal_linear = 20*np.sqrt(3)/9*abs(V)*shift/a
assert abs(leak_thermal/leak_thermal_linear - 1) < 0.01

# ---- Leak at normal incidence from spin-orbit mixing with d_z2 ----
m_values = np.arange(2, -3, -1)
L_plus = np.diag(np.sqrt(6.0 - m_values[1:]*(m_values[1:] + 1)), 1)
L_ops = [(L_plus + L_plus.T)/2, (L_plus - L_plus.T)/2j, np.diag(m_values)]
d_z2 = np.array([0, 0, 1, 0, 0])
d_xz = np.array([0, -1, 0, 1, 0])/np.sqrt(2)
so_factor = np.sqrt(sum(abs(d_z2 @ op @ d_xz)**2 for op in L_ops))/2
assert abs(so_factor - np.sqrt(3)/2) < 1e-12
mixing = so_factor*spin_orbit/level_gap
hop_above = abs(V)*(R/a)**3.5
leak_spin_orbit = mixing*hop_above

# ---- Thermal energy spread of the electron ----
kT = const.k*temperature/const.e
k_hot = np.sqrt((energy + kT)/energy)
T_hot = coupling_formula(kx*k_hot, ky*k_hot, a, h, V)
energy_effect = abs(T_hot)/abs(T) - 1

print(f"Lattice constant a: {a:.2f} nm")
print(f"Layer spacing h: {h:.3f} nm")
print(f"Bond length R: {R:.4f} nm")
print(f"Direction cosine size l = a/(2R): {a/(2*R):.4f}")
print(f"Direction cosine n = h/R: {h/R:.4f}")
print(f"V_sd sigma: {V:.2f} eV")
print(f"Single hop size sqrt(3) l n |V|: {np.sqrt(3)*a*h/(2*R*R)*abs(V):.4f} eV")
print(f"Electron kinetic energy: {energy:.1f} eV")
print(f"Polar angle: {np.degrees(theta):.0f} deg")
print(f"Azimuth: {np.degrees(phi):.0f} deg")
print(f"Total wavevector: {k_total:.3f} 1/nm")
print(f"kx: {kx:.4f} 1/nm")
print(f"ky: {ky:.4f} 1/nm")
print(f"Zone edge pi/a: {edge:.3f} 1/nm")
print(f"kx a/2: {kx*a/2:.4f} rad")
print(f"ky a/2: {ky*a/2:.4f} rad")
print(f"sin(kx a/2): {np.sin(kx*a/2):.4f}")
print(f"cos(ky a/2): {np.cos(ky*a/2):.4f}")
print(f"Imaginary part of T: {T.imag:.4f} eV")
print(f"Coupling |T|: {abs(T):.4f} eV")
print(f"Largest |T| in the zone: {T_max:.4f} eV")
print(f"|T| / largest |T|: {abs(T)/T_max:.4f}")
print(f"Square of that ratio: {(abs(T)/T_max)**2:.4f}")
print(f"Small-angle estimate of |T|: {T_linear:.4f} eV")
print(f"|T| at normal incidence: {abs(coupling_formula(0, 0, a, h, V)):.4f} eV")
print(f"Same-layer farther atoms, T_far/T: {(T_far/T).real:.3f}")
print(f"Second-layer coupling, T_second/T: {(T_second/T).real:.3f}")
print(f"Second-layer coupling at ky = pi/a: {T_second_edge:.4f} eV")
print(f"Temperature: {temperature:.0f} K")
print(f"Debye temperature (rough): {debye_temperature:.0f} K")
print(f"Atomic mass (rough): {mass_number:.0f} u")
print(f"Rms displacement along x: {shift:.5f} nm")
print(f"Thermal leak at normal incidence: {leak_thermal:.4f} eV")
print(f"Thermal leak / |T|: {leak_thermal/abs(T):.3f}")
print(f"Spin-orbit constant (rough): {spin_orbit:.2f} eV")
print(f"Level separation (rough): {level_gap:.1f} eV")
print(f"Spin-orbit mixing amplitude: {mixing:.4f}")
print(f"d_z2 hop to atom straight above: {hop_above:.4f} eV")
print(f"Spin-orbit leak at normal incidence: {leak_spin_orbit:.4f} eV")
print(f"Thermal energy kT: {kT:.4f} eV")
print(f"Relative change of |T| for energy + kT: {energy_effect:.5f}")
print(f"Largest quadrature mismatch: {quadrature_error:.1e} (model units)")
print(f"Largest lattice mismatch: {lattice_error:.1e} eV")
print("every check passed")
```

Printed output:

```
Lattice constant a: 0.29 nm
Layer spacing h: 0.145 nm
Bond length R: 0.2511 nm
Direction cosine size l = a/(2R): 0.5774
Direction cosine n = h/R: 0.5774
V_sd sigma: -0.80 eV
Single hop size sqrt(3) l n |V|: 0.4619 eV
Electron kinetic energy: 5.0 eV
Polar angle: 10 deg
Azimuth: 30 deg
Total wavevector: 11.456 1/nm
kx: 1.7228 1/nm
ky: 0.9946 1/nm
Zone edge pi/a: 10.833 1/nm
kx a/2: 0.2498 rad
ky a/2: 0.1442 rad
sin(kx a/2): 0.2472
cos(ky a/2): 0.9896
Imaginary part of T: -0.4520 eV
Coupling |T|: 0.4520 eV
Largest |T| in the zone: 1.8475 eV
|T| / largest |T|: 0.2446
Square of that ratio: 0.0599
Small-angle estimate of |T|: 0.4615 eV
|T| at normal incidence: 0.0000 eV
Same-layer farther atoms, T_far/T: 0.258
Second-layer coupling, T_second/T: 0.430
Second-layer coupling at ky = pi/a: 0.0411 eV
Temperature: 300 K
Debye temperature (rough): 600 K
Atomic mass (rough): 52 u
Rms displacement along x: 0.00508 nm
Thermal leak at normal incidence: 0.0538 eV
Thermal leak / |T|: 0.119
Spin-orbit constant (rough): 0.03 eV
Level separation (rough): 1.0 eV
Spin-orbit mixing amplitude: 0.0260
d_z2 hop to atom straight above: 0.4836 eV
Spin-orbit leak at normal incidence: 0.0126 eV
Thermal energy kT: 0.0259 eV
Relative change of |T| for energy + kT: 0.00247
Largest quadrature mismatch: 1.8e-15 (model units)
Largest lattice mismatch: 1.1e-15 eV
every check passed
```
